The Dirac ground state of H2+ at two bohr

**Problem**

One electron moves in the field of two protons held fixed at a distance R = 2 bohr. Treat the protons as point charges. Find the lowest bound electronic energy of the Dirac equation to eight decimals in hartree, using a kinetically balanced basis. Then isolate the relativistic shift, meaning the difference from the Schrödinger energy of the same system.

Hartree atomic units are used. The speed of light is c = 137.035999. The rest energy c² is subtracted, so that the Dirac and Schrödinger energies have the same zero. "Electronic energy" excludes the proton repulsion 1/R, which is the same constant in both theories and cancels in the shift. Nuclear motion, nuclear size and quantum-electrodynamic corrections are outside the model.

**First estimate by scaling**

The electron's speed is of order 1, so relativistic corrections are of relative order 1/c² = 5.3 × 10⁻⁵. The numerical coefficient can be taken from a one-centre atom. For nuclear charge Z, the Dirac ground-state energy is

E = c²[√(1 − Z²/c²) − 1].

With √(1 − x) = 1 − x/2 − x²/8 − … and x = Z²/c², this becomes

E = −Z²/2 − Z⁴/(8c²) − ….

The shift is therefore −Z⁴/(8c²) to leading order. Two limits of the molecule follow:

- R → ∞: the electron is bound to a proton, Z = 1, and the shift is −1/(8c²) = −6.66 microhartree.
- R → 0: the protons merge into a charge Z = 2, and the shift is 16 times larger, −107 microhartree.

These are limits, not bounds for intermediate R: the shift does not pass monotonically from one to the other, and near R = 4 bohr it is only about −5.3 microhartree, smaller in magnitude than either limit. We take the first limit as a simple starting point; nothing so far shows how accurate it is at R = 2. The estimate is a shift of about −7 microhartree, with an unknown error from the second proton. An energy calculation must therefore be converged well below one microhartree, or its basis error must cancel in the difference.

**Exact solution: the matrix equations**

Here "exact" means the converged numerical solution of the stated model. The Hamiltonian is

h = c α·p + (β − 1)c² + V,  V = −1/r_A − 1/r_B.

Write the four-component function as a large two-spinor φ and a small two-spinor χ. Then

Vφ + c σ·p χ = Eφ,
c σ·p φ + (V − 2c²)χ = Eχ.

The second line gives χ = c(2c² + E − V)⁻¹ σ·p φ. Where |E − V| is much smaller than 2c², this is close to σ·p φ/(2c). The approximation fails very near a nucleus, but it shows which functions the small component needs. For each large basis function g_i we therefore supply the small function σ·p g_i:

φ = Σ a_i g_i,  χ = Σ d_i σ·p g_i/(2c).

This is kinetic balance. The coefficients d_i remain free, so χ is not forced to equal σ·p φ/(2c). Define

S_ij = ⟨g_i|g_j⟩,
V_ij = ⟨g_i|V|g_j⟩,
T_ij = ½⟨σ·p g_i|σ·p g_j⟩,
W_ij = ⟨σ·p g_i|V|σ·p g_j⟩.

Project the first Dirac equation on g_j. Moving σ·p to the left-hand function gives the coupling c · 2T/(2c) = T. Next, project the second equation on σ·p g_j/(2c). Its coupling is again T, the potential gives W/(4c²), the term −2c² gives −2c² · 2T/(4c²) = −T, and the overlap is 2T/(4c²) = T/(2c²). Hence

Va + Td = ESa,  (1)
Ta + [W/(4c²) − T]d = E T d/(2c²).  (2)

As c → ∞, equation (2) becomes T(a − d) = 0. For linearly independent, normalizable functions T is positive definite, so d = a. Equation (1) then reads (T + V)a = ESa. Since (σ·p)² = p², this is the Schrödinger equation in the same basis.

Suppose instead that only some of the small functions are retained, and label them S, while L labels the complete set. In the same limit,

T_SL a = T_SS d,  so  d = T_SS⁻¹ T_SL a.

The kinetic matrix in equation (1) is then T_LS T_SS⁻¹ T_SL. Its expectation value is half the squared length of the projection of σ·p φ onto the retained small functions. A projection cannot be longer than the original vector, so kinetic energy can be lost but not gained. In the largest basis below, keeping only the 72 small functions built from the six lowest Laguerre polynomials (k = 0 to 5) lowers the energy to −1.69958 hartree. This is a failure of the basis, not stronger binding.

With N large and N small functions, the matrix problem has N negative-energy levels near or below −2c² and N levels on the positive-energy side. The required state is level N + 1 in ascending order. It is not the minimum of the whole spectrum, so the usual Schrödinger upper-bound argument does not carry over directly. Convergence needs separate evidence.

**Functions and integrals for two centres**

Let a₀ = R/2, and put A at z = −a₀ and B at z = a₀. Use

ξ = (r_A + r_B)/R,  η = (r_A − r_B)/R,  D = ξ² − η².

Then r_A = a₀(ξ + η), r_B = a₀(ξ − η), z = a₀ξη, and the distance from the axis is ρ = a₀√[(ξ² − 1)(1 − η²)]. The potential is V = −2ξ/(a₀D).

The derivatives follow from those of r_A and r_B. Along z,

∂r_A/∂z = (ξη + 1)/(ξ + η),  ∂r_B/∂z = (ξη − 1)/(ξ − η).

Their sum is 2η(ξ² − 1)/D and their difference is 2ξ(1 − η²)/D. Across the axis, ∂r/∂ρ = ρ/r for each centre. Dividing the sums and differences by R = 2a₀ gives

f_z = [η(ξ² − 1)f_ξ + ξ(1 − η²)f_η]/(a₀D),
f_ρ = ρ[ξf_ξ − ηf_η]/(a₀²D).

Subscripts on functions denote derivatives. These formulas also give ∇ξ·∇η = 0, |∇ξ|² = (ξ² − 1)/(a₀²D) and |∇η|² = (1 − η²)/(a₀²D). The volume element is consequently

ρ dξ dη dϑ/(|∇ξ||∇η|) = a₀³D dξ dη dϑ,

where ϑ is the azimuth. Multiplication by D removes the Coulomb denominator from V.

The ground state can be chosen with angular momentum ½ along the axis and even parity. Its large spinor has upper component f(ξ,η) and lower component ρh(ξ,η)e^{iϑ}. Inversion sends η to −η and ϑ to ϑ + π. Thus f is even in η; since e^{iϑ} changes sign, h is odd.

To apply σ·p, use ∂_x ± i∂_y = e^{±iϑ}[∂_ρ ± (i/ρ)∂_ϑ]. The results, with upper and lower components separated by a comma, are

σ·p (f, 0) = −i(f_z, f_ρ e^{iϑ}),
σ·p (0, ρh e^{iϑ}) = −i(2h + ρh_ρ, −ρh_z e^{iϑ}).

In the second line, differentiating ρh gives h + ρh_ρ, and the azimuthal derivative adds another h. The common factor −i cancels from T and W.

Both f and h are expanded in the functions

e^{−b(ξ−1)} L_k(2b(ξ − 1)) P_l(η),  b = 1.5,

where L_k and P_l are Laguerre and Legendre polynomials. Even l is used for f and odd l for h. The integrals are evaluated on a grid with ξ = cosh μ and η = cos ν. These variables place more points near the nuclei. Solving equations (1) and (2) gives the following energies in hartree; n_ξ is the number of k values and n_η the number of l values for each component.

n_ξ = 2, n_η = 1: Dirac −1.0799192, Schrödinger −1.0799140
n_ξ = 4, n_η = 2: Dirac −1.1025743, Schrödinger −1.1025670
n_ξ = 7, n_η = 4: Dirac −1.1026415808, Schrödinger −1.1026342142
n_ξ = 12, n_η = 6: Dirac −1.1026415810, Schrödinger −1.1026342145

The last two Dirac energies differ by about 2 × 10⁻¹⁰ hartree. The same integral code with one nuclear charge removed gives −0.5000066566 hartree for hydrogen, in agreement with the closed Dirac formula. This tests the relativistic matrices with the nucleus away from the coordinate origin.

**An independent Schrödinger reference**

For a function independent of ϑ, the gradients above give

∇² = [∂_ξ(ξ² − 1)∂_ξ + ∂_η(1 − η²)∂_η]/(a₀²D).

Multiply −½∇²ψ + Vψ = Eψ by −2a₀²D. The potential contributes −2a₀²DV = 4a₀ξ = 2Rξ. With p² = −2a₀²E = −ER²/2, where p is now a number and not the momentum operator, the energy contributes −p²(ξ² − η²). Put ψ = X(ξ)Y(η) and introduce the separation constant A:

[(1 − η²)Y′]′ + p²η²Y = AY,
[(ξ² − 1)X′]′ + (2Rξ − p²ξ²)X = −AX.

Adding the two equations, after multiplying the first by X and the second by Y, restores the original equation. For each trial E, both equations are eigenvalue problems. The ground state has nodeless X and Y, which belong to the largest eigenvalue of each left-hand operator, and its energy is the E at which these two nodeless solutions give the same A. This calculation yields −1.1026342145 hartree, matching the two-dimensional basis result.

At large ξ the radial solution falls essentially as e^{−pξ}. Here p = √(2 × 1.10263) = 1.485, which explains the choice b = 1.5.

To eight decimals the requested energies are

E_Dirac = −1.10264158 hartree,
E_Schrödinger = −1.10263421 hartree.

Using the unrounded energies, the shift is

ΔE = −7.3665 microhartree = −1.6168 cm⁻¹.

If the proton repulsion of 0.5 hartree is included, the Dirac energy becomes −0.60264158 hartree. The shift is unchanged.

**The shift without subtracting two energies**

Equation (2) can be rearranged as

Td = Ta + [W − 2ET]d/(4c²).

Insert this into equation (1):

(T + V)a + [W − 2ET]d/(4c²) = ESa.

Let a_s be the Schrödinger coefficient vector, normalized by a_s†Sa_s = 1, with energy E₀. Multiply from the left by a_s† and use a_s†(T + V) = E₀a_s†S. Since the correction already contains 1/c², we may replace a and d by a_s, and E by E₀, inside it. To leading order,

ΔE ≈ a_s†(W − 2E₀T)a_s/(4c²).

The calculated values are ⟨T⟩ = 0.60205826 and ⟨W⟩ = −1.88103209, so the numerator is

−1.88103209 + 2 × 1.10263421 × 0.60205826 = −0.553332.

Division by 4c² = 75115.5 gives −7.3664 microhartree. The full Dirac difference is lower by about 0.0001 microhartree. Tripling c reduces the full shift by a factor of 9.00013, close to the factor 9 expected from its leading term.

A second form shows why the shift is small. For the real, spin-up Schrödinger function φ₀, |σ·p φ₀|² = |∇φ₀|². Integration by parts gives

∫(V − E₀)|∇φ₀|² = −∫(V − E₀)φ₀∇²φ₀ − ∫φ₀∇V·∇φ₀.

Use ∇²φ₀ = 2(V − E₀)φ₀ in the first term. In the second, φ₀∇φ₀ = ½∇(φ₀²); another integration by parts gives +½∫φ₀²∇²V. Since ∇²(−1/r) = 4πδ(r), each nucleus contributes 2πφ₀² evaluated there. Dividing by 4c²,

ΔE ≈ −⟨(E₀ − V)²⟩/(2c²) + π[φ₀(A)² + φ₀(B)²]/(2c²).

The first contribution is the mass–velocity term, −42.443 microhartree. The second is the Darwin term. With a density of 0.2096693 bohr⁻³ at each nucleus it is

π × 2 × 0.2096693/(2 × 18778.9) = 35.076 microhartree.

Their sum is the same leading shift as before, −7.366 microhartree; adding the two rounded terms is off by one in the last digit. The shift is what remains after two larger terms of opposite sign have partly cancelled: about 17% of the mass–velocity term.

**Comparison of the estimate and the solution**

The separated-atom estimate of −6.66 microhartree has the right sign and is 10% smaller in magnitude than the computed shift. The molecular shift exceeds the hydrogen shift by 0.71 microhartree in magnitude.

That modest difference hides larger changes. In hydrogen, φ₀² at the nucleus is 1/π, so the Darwin term is 1/(2c²) = 26.63 microhartree. With ⟨1/r⟩ = 1 and ⟨1/r²⟩ = 2, the average of (E₀ − V)² is ¼ − 1 + 2 = 5/4. The mass–velocity term is therefore −5/(8c²) = −33.28 microhartree. On going to the molecule, the two terms change by +8.45 and −9.16 microhartree respectively. They leave a net change of −0.71.

One might try to improve the estimate by using the molecular kinetic energy. For a one-centre atom T = Z²/2, so −Z⁴/(8c²) = −T²/(2c²). Inserting T = 0.602058 gives −9.65 microhartree, which is 31% too large in magnitude. This rule treats the molecule as an atom of larger charge Z = √(2T) = 1.097. In such an atom the mass–velocity term scales as Z⁴, and the Darwin term, being the charge times the density at the nucleus, scales as Z · Z³. Both would grow from their hydrogen values by (0.602/0.5)² = 1.45. Their actual growth factors are 1.28 for mass–velocity and 1.32 for Darwin. The proton charges stay equal to 1, and the electron is shared between two nuclei: its density at each is 0.210 bohr⁻³, against 1/π = 0.318 bohr⁻³ in hydrogen. The Darwin growth therefore cannot be read from a single contracted atom. The mass–velocity term, proportional to ⟨p⁴⟩, would grow by 1.45 if a hydrogen orbital were merely contracted by the factor 1.097; its smaller growth shows that the molecular orbital is not a rescaled hydrogen orbital.

The comparison also sets a practical condition for isolating the shift. A separate calculation with kinetically balanced Gaussian functions gives these results as higher angular functions are added:

s: Dirac −1.09087941 hartree, shift −6.6221 microhartree
sp: Dirac −1.10242049 hartree, shift −7.3208 microhartree
spd: Dirac −1.10263110 hartree, shift −7.3643 microhartree
spdf: Dirac −1.10263514 hartree, shift −7.3662 microhartree

Each shift is the Dirac energy minus the Schrödinger energy in the same Gaussian basis. The spdf Dirac energy is still 6.44 microhartree above the spheroidal result, an error almost as large as the shift itself. Yet its shift is far more accurate, because most of the basis error is common to the two energies. Here it agrees to about 0.0003 microhartree. That figure belongs to this particular set of exponents, and a smaller total error does not by itself guarantee a better shift. Subtracting the converged Schrödinger energy from the spdf Dirac energy would instead give −0.92 microhartree with the unrounded energies. The two energies must either share a basis or each be converged far beyond the size of their difference.

The numerical check accompanying this solution contains the integral, convergence and Gaussian calculations.

Computed results

```
speed of light c = 137.035999 a.u.
internuclear distance R = 2.0 bohr
basis decay exponent in xi = 1.50 (dimensionless)
H atom, two-centre basis: -0.5000066566 hartree
H atom, closed Dirac formula: -0.5000066566 hartree
spheroidal bases: n_xi, n_eta, large functions,
  E_Dirac (hartree), E_Schroedinger (hartree), shift (microhartree)
   2  1    4 -1.0799192034 -1.0799140389 -5.16456
   4  2   16 -1.1025742824 -1.1025669938 -7.28860
   7  4   56 -1.1026415808 -1.1026342142 -7.36659
  12  6  144 -1.1026415810 -1.1026342145 -7.36654
Schroedinger energy by separation: -1.1026342145 hartree
change on finer grid: 3.6e-15 hartree
<T> = 0.60205826 hartree
<sigma.p phi|V|sigma.p phi> = -1.88103209 a.u.
density at each nucleus = 0.2096693 bohr^-3
leading shift from W = -7.36642 microhartree
mass-velocity term = -42.4430 microhartree
Darwin term = 35.0764 microhartree
their sum = -7.3665 microhartree
small-component weight = 1.603020e-05
estimate <T>/(2c^2) = 1.603021e-05
shift ratio for c and 3c = 9.00013
small functions kept in unbalanced test = 72
energy without full balance = -1.69958 hartree
Gaussian exponents: first * 2.6^k, k = 0, 1, ...
  s: first = 0.08 bohr^-2, count = 13
  p: first = 0.15 bohr^-2, count = 7
  d: first = 0.30 bohr^-2, count = 4
  f: first = 0.60 bohr^-2, count = 2
Gaussian basis: E_Dirac (hartree), error and shift (microhartree)
  s    -1.09087941 11762.167 -6.6221
  sp   -1.10242049 221.096 -7.3208
  spd  -1.10263110 10.479 -7.3643
  spdf -1.10263514 6.443 -7.3662
final Dirac electronic energy = -1.10264158 hartree
final Schroedinger electronic energy = -1.10263421 hartree
Dirac energy including 1/R = -0.60264158 hartree
relativistic shift = -7.3665 microhartree
relativistic shift = -1.6168 cm^-1
H atom relativistic shift = -6.6566 microhartree
H2+ shift minus H shift = -0.7099 microhartree
```
